# Massive Dirac model of monolayer MoS2 at the K valleys: verification in Python

```python
"""Massive Dirac model at the corners +K and -K of a C3h-symmetric 2D crystal.

Result under test (tau = +1/-1 valley, s = +1/-1 spin, k measured from valley):
  H = a t (tau kx sx + ky sy) + (Delta/2) sz - lam tau s (sz - 1)/2
with basis c = d_z2 and v = (d_x2-y2 + i tau d_xy)/sqrt(2).
a: lattice constant, t: coupling energy, Delta: gap without spin-orbit coupling,
lam: half the valence splitting, sx, sy, sz: Pauli matrices in the (c, v) space.
Berry curvature is the curl of i<u|grad u>.  P+ = Px + iPy absorbs sigma+ light.
An independent three-orbital lattice, and a full d shell with L.S, test the model.
Energies are in eV and lengths in nm.
"""
import numpy as np
from scipy.constants import hbar, e as charge

rng = np.random.default_rng(7)
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0 + 0j, -1.0])
one = np.eye(2, dtype=complex)


def rotation(angle):
    c, s = np.cos(angle), np.sin(angle)
    return np.array([[c, -s], [s, c]])


def orbitals(points):
    """Equally normalized d_z2, d_xy, d_x2-y2 evaluated at points."""
    x, y, z = points.T
    return np.stack([(2*z*z - x*x - y*y)/(2*np.sqrt(3)), x*y, (x*x - y*y)/2], axis=1)


def orbital_rotation(angle):
    """Matrix of a rotation about z, found from the rotated functions."""
    points = rng.normal(size=(20, 3))
    back = points.copy()
    back[:, :2] = points[:, :2] @ rotation(angle)
    return np.linalg.lstsq(orbitals(points), orbitals(back), rcond=None)[0]


third = 2*np.pi/3
C3 = rotation(third)
D3 = orbital_rotation(third)


def star(bond, hop):
    """Three rotated copies of a bond, each followed by its reverse."""
    result = []
    for _ in range(3):
        result += [(bond, hop), (-bond, hop.T)]
        bond, hop = C3 @ bond, D3 @ hop @ D3.T
    return result


def bloch(k, bonds, onsite):
    return onsite + sum(np.exp(1j*(k @ R))*hop for R, hop in bonds)


def slopes(hamiltonian, k, h=1e-4):
    return [(hamiltonian(k + h*u) - hamiltonian(k - h*u))/(2*h) for u in np.eye(2)]


def curvature(hamiltonian, k, band, h=0.02):
    """Berry flux through a small square divided by its area."""
    corners = [(-1, -1), (1, -1), (1, 1), (-1, 1)]
    u = [np.linalg.eigh(hamiltonian(k + h/2*np.array(c)))[1][:, band] for c in corners]
    links = np.prod([np.vdot(u[i], u[(i + 1) % 4]) for i in range(4)])
    return -np.angle(links)/h**2


def circular(hamiltonian, k):
    """Amplitudes of P+ and P- from the lowest band to the next one."""
    u = np.linalg.eigh(hamiltonian(k))[1]
    px, py = slopes(hamiltonian, k)
    return [abs(np.vdot(u[:, 1], (px + q*1j*py) @ u[:, 0])) for q in (1, -1)]


def polarization(hamiltonian, k):
    plus, minus = circular(hamiltonian, k)
    return (plus**2 - minus**2)/(plus**2 + minus**2)


# ---- Round parameters of the lattice example
a, zeta = 0.3, 0.1
e1, e2 = 1.0, 1.8
t0, t1, t2, t11, t12, t22 = -0.2, 0.3, 0.4, 0.2, 0.3, 0.0
hop = np.array([[t0, t1, t2], [-t1, t11, t12], [t2, -t12, t22]])
onsite = np.diag([e1, e2, e2]).astype(complex)
bonds = star(np.array([a, 0.0]), hop)
K = np.array([4*np.pi/(3*a), 0.0])


def lattice(k):
    return bloch(k, bonds, onsite)


# ---- Closed formulas for the levels and couplings at K
Ec = e1 - 3*t0
Ev = e2 - 1.5*(t11 + t22) - 3*np.sqrt(3)*t12
Ew = e2 - 1.5*(t11 + t22) + 3*np.sqrt(3)*t12
Delta = Ec - Ev
t = 3*(t1 + np.sqrt(3)*t2)/(2*np.sqrt(2))
at = a*t
lam = zeta
x_wv = 3*np.sqrt(3)/4*a*abs(t11 - t22)
x_wc = 3*a/(2*np.sqrt(2))*abs(t1 - np.sqrt(3)*t2)


def dirac(k, tau, s, soc=lam):
    return (at*(tau*k[0]*sx + k[1]*sy) + Delta/2*sz - soc*tau*s*(sz - one)/2)


# ---- Most general linear Hamiltonian allowed by C3 in the (c, v) space
D2 = np.diag([1, np.exp(-2j*third)])
columns = []
for axis in range(2):
    for matrix in (one, sx, sy, sz):
        parts = [D2 @ (k[axis]*matrix) @ D2.conj().T - (C3 @ k)[axis]*matrix
                 for k in np.eye(2)]
        flat = np.array(parts).ravel()
        columns.append(np.concatenate([flat.real, flat.imag]))
free_terms = 8 - np.linalg.matrix_rank(np.array(columns).T, tol=1e-9)
assert free_terms == 2  # real and imaginary part of one complex coupling

# ---- Lattice levels and linear terms in both valleys
assert np.allclose(np.linalg.eigvalsh(lattice(K)), [Ev, Ec, Ew], atol=1e-10)
for tau in (1, -1):
    basis = np.array([[1, 0, 0], [0, 1j*tau/np.sqrt(2), 1/np.sqrt(2)]]).T
    block = basis.conj().T @ lattice(tau*K) @ basis
    assert np.allclose(block, np.diag([Ec, Ev]), atol=1e-10)
    px, py = [basis.conj().T @ p @ basis for p in slopes(lattice, tau*K)]
    assert np.allclose(px, at*tau*sx, atol=1e-7)
    assert np.allclose(py, at*sy, atol=1e-7)

# ---- K holds both band edges of the example lattice
b1 = 2*np.pi/a*np.array([1, 1/np.sqrt(3)])
b2 = 2*np.pi/a*np.array([0, 2/np.sqrt(3)])
mesh = np.array([np.linalg.eigvalsh(lattice(i/48*b1 + j/48*b2))
                 for i in range(48) for j in range(48)])
assert abs(mesh[:, 0].max() - Ev) < 1e-9
assert abs(mesh[:, 1].min() - Ec) < 1e-9

# ---- Selection on random C3h lattices that lack vertical mirrors
largest_forbidden = 0.0
for _ in range(5):
    random_bonds = []
    for R in ([a, 0], [1.5*a, np.sqrt(3)/2*a], [2*a, 0]):
        random_bonds += star(np.array(R, float), rng.normal(size=(3, 3)))
    random_lattice = lambda k: bloch(k, random_bonds, onsite)
    u = np.linalg.eigh(random_lattice(K))[1]
    phase = [np.vdot(u[:, n], D3 @ u[:, n]) for n in range(3)]
    assert np.allclose(np.abs(phase), 1, atol=1e-8)
    px, py = slopes(random_lattice, K)
    for q in (1, -1):
        P = u.conj().T @ (px + q*1j*py) @ u
        for i in range(3):
            for j in range(3):
                match = abs(phase[i] - phase[j]*np.exp(-1j*third*q)) < 1e-6
                if match:
                    assert abs(P[i, j]) > 1e-5
                else:
                    largest_forbidden = max(largest_forbidden, abs(P[i, j]))
assert largest_forbidden < 1e-6  # limited by finite differences

# ---- Example lattice: exact selection, and its loss when C3 is broken
plus_K, minus_K = circular(lattice, K)
plus_Kp, minus_Kp = circular(lattice, -K)
assert minus_K < 1e-7 and plus_Kp < 1e-7
assert abs(plus_K - 2*at) < 1e-6 and abs(minus_Kp - 2*at) < 1e-6
strained = [(R, 1.05*h if n < 2 else h) for n, (R, h) in enumerate(bonds)]
broken = circular(lambda k: bloch(k, strained, onsite), K)
broken_ratio = broken[1]/broken[0]
assert broken_ratio > 1e-3

# ---- Lattice curvature at K, including the third band
omega_two = 2*at**2/Delta**2
omega_v = curvature(lattice, K, 0)
omega_c = curvature(lattice, K, 1)
assert abs(omega_v/(omega_two - 2*x_wv**2/(Ew - Ev)**2) - 1) < 2e-3
assert abs(omega_c/(-omega_two + 2*x_wc**2/(Ew - Ec)**2) - 1) < 2e-3
for k in (np.zeros(2), np.array([0.4, 0.3])):
    for band in (0, 1):
        forward = curvature(lattice, K + k, band)
        assert abs(forward + curvature(lattice, -K - k, band)) < 1e-8

# ---- Spin-orbit coupling inside the even orbitals of the lattice
h = 1e-4
Lz3 = 1j*(orbital_rotation(h) - orbital_rotation(-h))/(2*h)
split_lattice = {}
for tau in (1, -1):
    top = [np.linalg.eigvalsh(lattice(tau*K) + s*zeta/2*Lz3) for s in (1, -1)]
    split_lattice[tau] = top[0][0] - top[1][0]
    assert abs(split_lattice[tau] - 2*tau*lam) < 1e-6
    assert abs(top[0][1] - top[1][1]) < 1e-6

# ---- Full d shell at K with the complete L.S, including odd orbitals
E_odd_plus, E_odd_minus = 3.0, 4.0
m_values = np.array([2, 1, 0, -1, -2])
raising = np.diag([np.sqrt(6 - m*(m + 1)) for m in m_values[1:]], 1)
lowering_spin = np.array([[0, 0], [1, 0]])
flip = np.kron(raising, lowering_spin)
LS = np.kron(np.diag(m_values), sz/2) + (flip + flip.T)/2
orbital_part = np.kron(np.diag([Ev, E_odd_plus, Ec, E_odd_minus, Ew]), one)
mirror = np.kron(np.diag((-1.0)**m_values), -1j*sz)
spin_z = np.tile([0.5, -0.5], 5)
C3_spin = np.diag(np.exp(-1j*third*(np.repeat(m_values, 2) + spin_z)))


def shell_state(strength, index):
    energy, u = np.linalg.eigh(orbital_part + strength*LS)
    n = np.argmax(np.abs(u[index]))
    return energy[n], u[:, n]


def shell_splittings(strength):
    level = [shell_state(strength, n)[0] for n in (0, 1, 4, 5)]
    return level[0] - level[1], level[2] - level[3]


full_H = orbital_part + zeta*LS
assert np.allclose(full_H @ mirror, mirror @ full_H, atol=1e-12)
for valence, conduction in ((0, 4), (1, 5)):
    v, c = shell_state(zeta, valence)[1], shell_state(zeta, conduction)[1]
    ratio = np.vdot(c, C3_spin @ c)/np.vdot(v, C3_spin @ v)
    assert abs(ratio - np.exp(-1j*third)) < 1e-9  # sigma+ for either spin
small = 0.01
small_v, small_c = shell_splittings(small)
coefficient_v = -1/(Ev - E_odd_plus)
coefficient_c = 1.5*(1/(Ec - E_odd_plus) - 1/(Ec - E_odd_minus))
assert abs((small_v - 2*small)/small**2/coefficient_v - 1) < 0.03
assert abs(small_c/small**2/coefficient_c - 1) < 0.03
full_v, full_c = shell_splittings(zeta)

# ---- Dirac model: spectrum, curvature, Berry phase and polarization
k_size = 0.5
k_test = k_size*np.array([0.6, 0.8])
for tau in (1, -1):
    for s in (1, -1):
        model = lambda k: dirac(k, tau, s)
        gap = Delta - tau*s*lam
        root = np.sqrt(gap**2 + 4*at**2*k_size**2)
        cosine = gap/root
        expected = tau*s*lam/2 + np.array([-root, root])/2
        assert np.allclose(np.linalg.eigvalsh(model(k_test)), expected, atol=1e-12)
        formula = 2*tau*at**2*gap/root**3
        assert abs(curvature(model, k_test, 0)/formula - 1) < 1e-3
        assert abs(curvature(model, k_test, 1)/formula + 1) < 1e-3
        eta = 2*tau*cosine/(1 + cosine**2)
        assert abs(polarization(model, k_test) - eta) < 1e-7
        angles = 2*np.pi*np.arange(600)/600
        loop = [np.linalg.eigh(model(k_size*np.array([np.cos(p), np.sin(p)])))[1][:, 0]
                for p in angles]
        links = np.prod([np.vdot(loop[i], loop[(i + 1) % 600]) for i in range(600)])
        assert abs(-np.angle(links) - tau*np.pi*(1 - cosine)) < 1e-4

# ---- Numbers for the worked example
root0 = np.sqrt(Delta**2 + 4*at**2*k_size**2)
cos0 = Delta/root0
k_x = np.array([k_size, 0.0])
levels_x = np.linalg.eigvalsh(lattice(K + k_x))
levels_mx = np.linalg.eigvalsh(lattice(K - k_x))
print(f"lattice constant a = {a:.2f} nm; spin-orbit zeta = {zeta:.2f} eV")
print(f"onsite e1, e2 = {e1:.2f}, {e2:.2f} eV")
print(f"hoppings t0, t1, t2 = {t0:.2f}, {t1:.2f}, {t2:.2f} eV")
print(f"hoppings t11, t12, t22 = {t11:.2f}, {t12:.2f}, {t22:.2f} eV")
print(f"K distance from zone centre = {K[0]:.4f} 1/nm")
print(f"levels at K: Ev, Ec, Ew = {Ev:.4f}, {Ec:.4f}, {Ew:.4f} eV")
print(f"gap without spin-orbit Delta = {Delta:.4f} eV")
print(f"Dirac coupling t = {t:.4f} eV; a t = {at:.4f} eV nm")
print(f"velocity a t/hbar = {at*1e-9*charge/hbar:.4e} m/s")
print(f"free real parameters in C3-allowed linear term = {free_terms}")
print(f"valence E(up)-E(down) at K = {split_lattice[1]:.4f} eV")
print(f"valence E(up)-E(down) at -K = {split_lattice[-1]:.4f} eV")
for s, name in ((1, "up"), (-1, "down")):
    gap = Delta - s*lam
    print(f"K, spin {name}: gap = {gap:.4f} eV")
    print(f"K, spin {name}: Dirac valence curvature = {2*at**2/gap**2:.5f} nm^2")
print(f"odd levels m=+1, m=-1 at K = {E_odd_plus:.2f}, {E_odd_minus:.2f} eV")
print(f"full d shell: valence splitting = {full_v:.5f} eV")
print(f"full d shell: conduction E(up)-E(down) = {full_c:.5f} eV")
print(f"second-order conduction estimate = {coefficient_c*zeta**2:.5f} eV")
print("Without spin-orbit coupling:")
print(f"two-band valence curvature at K = {omega_two:.5f} nm^2")
print(f"lattice valence curvature at K = {omega_v:.5f} nm^2")
print(f"lattice valence curvature at -K = {curvature(lattice, -K, 0):.5f} nm^2")
print(f"lattice conduction curvature at K = {omega_c:.5f} nm^2")
print(f"|dH/dkx + i dH/dky| c-v at K = {plus_K:.5f} eV nm")
print(f"polarization at K = {polarization(lattice, K):.6f} (dimensionless)")
print(f"polarization at -K = {polarization(lattice, -K):.6f} (dimensionless)")
print(f"one bond hopping +5%: |P-|/|P+| at K = {broken_ratio:.5f}")
print(f"test distance from K: k = {k_size:.2f} 1/nm; a k = {a*k_size:.3f}")
print(f"Dirac gap at k = {root0:.5f} eV; cos(theta) = {cos0:.5f}")
print(f"lattice gap at K+kx = {levels_x[1] - levels_x[0]:.5f} eV")
print(f"lattice gap at K-kx = {levels_mx[1] - levels_mx[0]:.5f} eV")
print(f"Dirac polarization at k = {2*cos0/(1 + cos0**2):.6f}")
print(f"lattice polarization at K+kx = {polarization(lattice, K + k_x):.6f}")
print(f"lattice polarization at K-kx = {polarization(lattice, K - k_x):.6f}")
print(f"Dirac valence Berry phase on circle k = {np.pi*(1 - cos0):.5f} rad")
print("all assertions hold")
```

Printed output:

```
lattice constant a = 0.30 nm; spin-orbit zeta = 0.10 eV
onsite e1, e2 = 1.00, 1.80 eV
hoppings t0, t1, t2 = -0.20, 0.30, 0.40 eV
hoppings t11, t12, t22 = 0.20, 0.30, 0.00 eV
K distance from zone centre = 13.9626 1/nm
levels at K: Ev, Ec, Ew = -0.0588, 1.6000, 3.0588 eV
gap without spin-orbit Delta = 1.6588 eV
Dirac coupling t = 1.0530 eV; a t = 0.3159 eV nm
velocity a t/hbar = 4.7996e+05 m/s
free real parameters in C3-allowed linear term = 2
valence E(up)-E(down) at K = 0.2000 eV
valence E(up)-E(down) at -K = -0.2000 eV
K, spin up: gap = 1.5588 eV
K, spin up: Dirac valence curvature = 0.08214 nm^2
K, spin down: gap = 1.7588 eV
K, spin down: Dirac valence curvature = 0.06452 nm^2
odd levels m=+1, m=-1 at K = 3.00, 4.00 eV
full d shell: valence splitting = 0.20311 eV
full d shell: conduction E(up)-E(down) = -0.00466 eV
second-order conduction estimate = -0.00446 eV
Without spin-orbit coupling:
two-band valence curvature at K = 0.07254 nm^2
lattice valence curvature at K = 0.07129 nm^2
lattice valence curvature at -K = -0.07129 nm^2
lattice conduction curvature at K = -0.05785 nm^2
|dH/dkx + i dH/dky| c-v at K = 0.63183 eV nm
polarization at K = 1.000000 (dimensionless)
polarization at -K = -1.000000 (dimensionless)
one bond hopping +5%: |P-|/|P+| at K = 0.01031
test distance from K: k = 0.50 1/nm; a k = 0.150
Dirac gap at k = 1.68866 eV; cos(theta) = 0.98234
lattice gap at K+kx = 1.67261 eV
lattice gap at K-kx = 1.67293 eV
Dirac polarization at k = 0.999841
lattice polarization at K+kx = 0.999962
lattice polarization at K-kx = 0.999838
Dirac valence Berry phase on circle k = 0.05547 rad
all assertions hold
```
